# Closest approach of two atoms with exponential repulsion: a numerical check

```python
"""
Result under test: two atoms repelling with V(r) = A exp(-r/a) and meeting
head-on with centre-of-mass energy E < A turn back at r0 = a ln(A/E).
A: strength (eV), a: decay length (nm), r: separation (nm),
E_lab: projectile energy with the target at rest (eV),
E: energy of relative motion at large separation (eV).
Internal units: eV, nm, atomic mass unit u; the time unit follows from these.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy

TIME_UNIT = 1e-9 * np.sqrt(const.atomic_mass / const.e)  # seconds


def turning_point(A, a, E):
    return a * np.log(A / E)


def collide(m1, m2, v1, v2, start, A, a, drag=0.0, spring=0.0):
    """Integrate both atoms on a line until they turn or reach r = 0."""
    def rhs(t, y):
        force = A / a * np.exp(-(y[1] - y[0]) / a)
        return [y[2], y[3], (-force - drag * y[2]) / m1,
                (force - spring * y[1]) / m2]

    def turn(t, y):
        return y[3] - y[2]

    def contact(t, y):
        return y[1] - y[0]

    turn.terminal = True
    turn.direction = 1
    contact.terminal = True
    speed = v1 - v2
    return solve_ivp(rhs, (0, 5 * start / speed), [-start, 0.0, v1, v2],
                     method="DOP853", rtol=1e-11, atol=1e-13,
                     max_step=0.1 * a / speed, events=(turn, contact),
                     dense_output=True)


def least_separation(*args, **kwargs):
    run = collide(*args, **kwargs)
    assert len(run.t_events[0]) == 1
    state = run.y_events[0][0]
    return state[1] - state[0]


# Example inputs: rough values for a Ge recoil striking a Ge atom
A, a = 6000.0, 0.027
mass = 72.63
E_lab = 100.0
E = E_lab * mass / (mass + mass)
r0 = turning_point(A, a, E)
v = np.sqrt(2 * E_lab / mass)

# Two-atom laboratory motion, with equal and unequal masses
for m1, m2, energy_lab in [(mass, mass, E_lab), (20.0, 70.0, 300.0),
                           (90.0, 30.0, 900.0)]:
    total = m1 + m2
    energy_cm = energy_lab * m2 / total
    speed = np.sqrt(2 * energy_lab / m1)
    expected = turning_point(A, a, energy_cm)
    run = collide(m1, m2, speed, 0.0, expected + 35 * a, A, a)
    assert len(run.t_events[0]) == 1
    x1, x2, w1, w2 = run.y_events[0][0]
    assert abs(x2 - x1 - expected) < 1e-6 * a
    kinetic_left = 0.5 * m1 * w1**2 + 0.5 * m2 * w2**2
    assert abs(kinetic_left - energy_lab * m1 / total) < 1e-5 * energy_lab
    assert abs(x2 - m1 / total * 2 * a * np.log(2)) < 1e-6 * a
    for delay in np.array([0.5, 1.0, 3.0, 8.0]) * a / speed:
        y = run.sol(run.t_events[0][0] - delay)
        path = expected + 2 * a * np.log(np.cosh(speed * delay / (2 * a)))
        assert abs(y[1] - y[0] - path) < 1e-5 * a
    h = 1e-4 * a
    slope = (A * np.exp(-(x2 - x1 + h) / a)
             - A * np.exp(-(x2 - x1 - h) / a)) / (2 * h)
    assert abs(-slope / (energy_cm / a) - 1) < 1e-5

# Duration: width of the repulsion pulse at half its peak, from the motion
run = collide(mass, mass, v, 0.0, r0 + 35 * a, A, a)
t_turn = run.t_events[0][0]


def half_height(delay):
    y = run.sol(t_turn - delay)
    return A * np.exp(-(y[1] - y[0]) / a) - E / 2


pulse = 2 * brentq(half_height, 0.0, 10 * a / v)
assert abs(pulse / (4 * a * np.arccosh(np.sqrt(2)) / v) - 1) < 1e-5

# Above A the atoms reach r = 0 while still approaching
E_high = 1.2 * A
v_high = np.sqrt(2 * (2 * E_high) / mass)
over = collide(mass, mass, v_high, 0.0, 35 * a, A, a)
assert len(over.t_events[0]) == 0 and len(over.t_events[1]) == 1
end = over.y_events[1][0]
E_contact = 0.25 * mass * (end[2] - end[3])**2
assert abs(E_contact / (E_high - A) - 1) < 1e-5

# Kinetic energy specified at the neighbour distance of the crystal
lattice = 0.566
neighbour = lattice * np.sqrt(3) / 4
V_start = A * np.exp(-neighbour / a)
r_start = least_separation(mass, mass, v, 0.0, neighbour, A, a)
assert abs(r_start - turning_point(A, a, E + V_start)) < 1e-6 * a

# Thermal speed of the target, directed towards the projectile
T = 300.0
kT = const.k * T / const.e
u_thermal = np.sqrt(kT / mass)
r_thermal = least_separation(mass, mass, v, -u_thermal, r0 + 35 * a, A, a)
assert abs(r_thermal - r0 + 2 * a * u_thermal / v) < a * (2 * u_thermal / v)**2

# Offset collision: relative motion in a plane
b = 0.03
mu = mass / 2


def plane_rhs(t, y):
    r = np.hypot(y[0], y[1])
    pull = A / a * np.exp(-r / a) / (mu * r)
    return [y[2], y[3], pull * y[0], pull * y[1]]


def closest(t, y):
    return y[0] * y[2] + y[1] * y[3]


closest.terminal = True
closest.direction = 1
far = r0 + 35 * a
plane = solve_ivp(plane_rhs, (0, 5 * far / v), [-far, b, v, 0.0],
                  method="DOP853", rtol=1e-11, atol=1e-13,
                  max_step=0.1 * a / v, events=closest)
r_offset = np.hypot(*plane.y_events[0][0][:2])
shift_offset = a * b**2 / r0**2
assert abs(r_offset - r0 - shift_offset) < a * (b / r0)**4

# Shape of the repulsion: ZBL universal screened Coulomb potential
Z = 32
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9
screen = 0.8854 * bohr / (2 * Z**0.23)
weights = np.array([0.1818, 0.5099, 0.2802, 0.02817])
rates = np.array([3.2, 0.9423, 0.4029, 0.2016])
assert abs(weights.sum() - 1) < 1e-3


def zbl(r):
    return Z**2 * coulomb / r * np.sum(weights * np.exp(-rates * r / screen))


energies = [5.0, 50.0, 500.0, 5000.0]
r_zbl = [brentq(lambda r: zbl(r) - e, 1e-4, 1.0) for e in energies]
r_exp = [turning_point(A, a, e) for e in energies]
assert r_zbl[-1] > 2 * r_exp[-1]  # the exponential fails near E = A
h = 1e-5
a_zbl = -2 * h / np.log(zbl(r_zbl[1] + h) / zbl(r_zbl[1] - h))

# Chemical attraction: constant value, and a Morse tail of equal well depth
well = 2.0
shift_constant = turning_point(A, a, E + well) - r0
C = 2 * np.sqrt(A * well)


def morse(r):
    return A * np.exp(-r / a) - C * np.exp(-r / (2 * a))


bottom = minimize_scalar(morse, bounds=(0.1, 0.5), method="bounded",
                         options={"xatol": 1e-9})
assert abs(bottom.fun + well) < 1e-6
r_morse = brentq(lambda r: morse(r) - E, 0.01, bottom.x)

# Electronic drag on the projectile: Lindhard-Scharff estimate
v_bohr = const.fine_structure * const.c * 1e9 * TIME_UNIT
density = 8 / lattice**3
stopping_per_speed = (8 * np.pi * coulomb * bohr * Z**(1 / 6) * Z**2
                      / (2 * Z**(2 / 3))**1.5 / v_bohr)
drag = density * stopping_per_speed
r_drag = least_separation(mass, mass, v, 0.0, neighbour, A, a, drag=drag)

# Binding of the target to its site: spring with a rough lattice frequency
frequency = 6e12
spring = mass * (2 * np.pi * frequency * TIME_UNIT)**2
r_spring = least_separation(mass, mass, v, 0.0, neighbour, A, a,
                            spring=spring)

# Quantum penetration: Airy length, checked with the wave equation
hbar = const.hbar / (const.e * TIME_UNIT)
k_wave = np.sqrt(2 * mu * E) / hbar
airy_length = (a / k_wave**2)**(1 / 3)
ratio = a / airy_length
wave = solve_ivp(lambda s, y: [y[1], ratio * np.expm1(-s / ratio) * y[0]],
                 (-6, 0), [1.0, np.sqrt(ratio * np.expm1(6 / ratio))],
                 rtol=1e-10, atol=1e-12, dense_output=True)
decay = wave.sol(-1.0)[0] / wave.sol(0.0)[0]
assert abs(decay / (airy(1.0)[0] / airy(0.0)[0]) - 1) < 0.02

print("INPUTS (rough Ge-Ge values)")
print(f"A = {A:.0f} eV")
print(f"a = {a:.3f} nm")
print(f"Ge mass = {mass:.2f} u")
print(f"laboratory energy = {E_lab:.0f} eV")
print("RESULTS")
print(f"centre-of-mass energy E = {E:.1f} eV")
print(f"A/E = {A / E:.1f}, ln(A/E) = {np.log(A / E):.4f}")
print(f"turning point r0 = {r0:.4f} nm = {10 * r0:.3f} angstrom")
r_run = run.y_events[0][0][1] - run.y_events[0][0][0]
print(f"least separation from integrated motion = {r_run:.4f} nm")
print(f"r0 if laboratory energy is misused = "
      f"{turning_point(A, a, E_lab):.4f} nm")
print(f"force at turn E/a = {E / a:.0f} eV/nm")
print(f"initial relative speed = {v * 1e-12 / TIME_UNIT:.2f} km/s")
print(f"time with V above E/2 = {pulse * TIME_UNIT * 1e15:.2f} fs")
print(f"target displacement at turn = {run.y_events[0][0][1]:.4f} nm")
print(f"test above A: E = {E_high:.0f} eV, "
      f"energy left at r=0 = {E_contact:.0f} eV")
print("SENSITIVITY OF r0")
print(f"A doubled: {turning_point(2 * A, a, E) - r0:+.4f} nm")
print(f"a raised 10 percent: {turning_point(A, 1.1 * a, E) - r0:+.4f} nm")
print("SHAPE: turning points, exponential and ZBL")
for e, re, rz in zip(energies, r_exp, r_zbl):
    print(f"E = {e:.0f} eV: {re:.4f} nm and {rz:.4f} nm")
print(f"ZBL local decay length at 50 eV turn = {a_zbl:.4f} nm")
print("OTHER NEGLECTED EFFECTS (shift of r0)")
print(f"attraction, constant {well:.0f} eV: {shift_constant:+.4f} nm")
print(f"attraction, Morse tail, well {well:.0f} eV: {r_morse - r0:+.4f} nm")
print(f"neighbour distance = {neighbour:.3f} nm, V there = {V_start:.2f} eV")
print(f"start at neighbour distance: {r_start - r0:+.5f} nm")
print(f"electronic stopping at start = {drag * v:.1f} eV/nm")
print(f"electronic drag: {r_drag - r_start:+.5f} nm")
print(f"site spring at {frequency * 1e-12:.0f} THz: "
      f"{r_spring - r_start:+.5f} nm")
print(f"target thermal speed at {T:.0f} K: {r_thermal - r0:+.5f} nm")
print(f"impact parameter {b:.2f} nm, integrated: {r_offset - r0:+.5f} nm")
print(f"impact parameter {b:.2f} nm, formula: {shift_offset:+.5f} nm")
print(f"quantum penetration (Airy) length = {airy_length:.5f} nm")
print("tests ok")
```

Printed output:

```
INPUTS (rough Ge-Ge values)
A = 6000 eV
a = 0.027 nm
Ge mass = 72.63 u
laboratory energy = 100 eV
RESULTS
centre-of-mass energy E = 50.0 eV
A/E = 120.0, ln(A/E) = 4.7875
turning point r0 = 0.1293 nm = 1.293 angstrom
least separation from integrated motion = 0.1293 nm
r0 if laboratory energy is misused = 0.1105 nm
force at turn E/a = 1852 eV/nm
initial relative speed = 16.30 km/s
time with V above E/2 = 5.84 fs
target displacement at turn = 0.0187 nm
test above A: E = 7200 eV, energy left at r=0 = 1200 eV
SENSITIVITY OF r0
A doubled: +0.0187 nm
a raised 10 percent: +0.0129 nm
SHAPE: turning points, exponential and ZBL
E = 5 eV: 0.1914 nm and 0.2039 nm
E = 50 eV: 0.1293 nm and 0.1294 nm
E = 500 eV: 0.0671 nm and 0.0732 nm
E = 5000 eV: 0.0049 nm and 0.0341 nm
ZBL local decay length at 50 eV turn = 0.0281 nm
OTHER NEGLECTED EFFECTS (shift of r0)
attraction, constant 2 eV: -0.0011 nm
attraction, Morse tail, well 2 eV: -0.0107 nm
neighbour distance = 0.245 nm, V there = 0.69 eV
start at neighbour distance: -0.00037 nm
electronic stopping at start = 12.7 eV/nm
electronic drag: +0.00037 nm
site spring at 6 THz: -0.00006 nm
target thermal speed at 300 K: -0.00061 nm
impact parameter 0.03 nm, integrated: +0.00146 nm
impact parameter 0.03 nm, formula: +0.00145 nm
quantum penetration (Airy) length = 0.00068 nm
tests ok
```
